# Why interface recombination at a junction edge gives ideality near two

**Q.** The same oxide traps are said to give an ideality factor near two where a p-n junction meets the oxide, but one on the neutral surface beside it. What sets the rate at a trap in the first place?

**A.** Two captures in series. Take one trap level at energy $E_t$, with a fraction $f$ of the traps filled. Let $S_n$ and $S_p$ be the trap density per area times the electron and hole capture coefficients; both are velocities. The net capture rates per area are

$$U_n=S_n[n(1-f)-n_1f],\qquad U_p=S_p[pf-p_1(1-f)].$$

The second terms are emission. In equilibrium each bracket must vanish, which fixes $n_1=n_ie^{(E_t-E_i)/kT}$ and $p_1=n_i^2/n_1$ for non-degenerate carriers, with $n_i$ the intrinsic density and $E_i$ the intrinsic level. In steady state $U_n=U_p=U$, so

$$f=\frac{S_nn+S_pp_1}{S_n(n+n_1)+S_p(p+p_1)}.$$

Putting this into $U_n$, the terms $S_n^2n(n+n_1)$ and $S_nS_pnp_1$ cancel. Dividing what remains by $S_nS_p$ gives

$$U=\frac{np-n_i^2}{R},\qquad R=\frac{n+n_1}{S_p}+\frac{p+p_1}{S_n}.$$

$R$ acts as a resistance: the scarcer carrier, weighted by its capture velocity, limits the rate.

Let $V$ be the forward bias, $V_t=kT/q$ and $v=V/V_t$. I assume flat quasi-Fermi levels split by $qV$, so that $np=n_i^2e^v$. The ideality factor $m$ of a current $I$ is defined by $1/m=d\ln I/dv$.

**Q.** What does this give on a neutral p-type surface?

**A.** Let the bands be flat there and the doping be $N_a$. In low injection $p=N_a$ stays fixed, and the electrons take the whole factor: $n=n_0e^v$ with $n_0=n_i^2/N_a$. If $N_a/S_n$ far exceeds all other terms in $R$, then

$$U=S_nn_0(e^v-1),$$

and $m=1$ apart from the reverse term $-1$.

This depends on low injection. Once $n\approx p\approx n_ie^{v/2}\gg N_a$, the rate is $U\approx n_ie^{v/2}/(1/S_n+1/S_p)$, and the neutral surface itself has $m=2$.

**Q.** So in the depletion region, where $n$ and $p$ are comparable, each carrier takes half of the bias?

**A.** Not at a fixed potential. Measure the potential $\psi$ from the p bulk. At fixed $\psi$ in low injection, $p=N_ae^{-\psi/V_t}$ does not change with bias, while $n=n_0e^{v+\psi/V_t}$ grows as $e^v$. Hence $dR/dv=n/S_p$, and

$$\frac{d\ln U}{dv}=\frac{e^v}{e^v-1}-\frac{n/S_p}{R}\approx\frac{p/S_n}{n/S_p+p/S_n}.$$

The last form holds for $e^v\gg1$ and negligible $n_1,p_1$. This local slope, taken at fixed $\psi$, is the holes' share of the resistance: one where holes abound, one half at balance, zero where electrons abound and hole capture has saturated.

Take silicon at 300 K with rough values $n_i=10^{10}$ and $N_a=10^{16}\ \mathrm{cm^{-3}}$, a midgap level, and $S_n=2000$, $S_p=500$ cm/s. A point of fixed potential $\psi=0.1892$ V, whose place shifts with bias, has $m=1.02$ at 0.2 V, 1.99 at 0.3 V and 48 at 0.4 V. It passes through two and does not stay there. At a fixed place, by contrast, $\psi$ itself falls as forward bias narrows the depletion region, so both densities grow and share the bias.

**Q.** Then why does the whole edge stay near two?

**A.** Because the potential along the surface runs from the p side to the n side, so a spot with $n/S_p=p/S_n$ exists over a range of biases. Its potential shifts with the bias so that each carrier there takes half. Let $u$ be the potential measured from that spot in units of $V_t$, and $S_0=\sqrt{S_nS_p}$. Mass action and the balance condition give

$$\frac{n}{S_p}=\frac{n_i}{S_0}e^{v/2+u},\qquad \frac{p}{S_n}=\frac{n_i}{S_0}e^{v/2-u}.$$

The emission terms add up to $n_1/S_p+p_1/S_n=(2n_i/S_0)\cosh\theta$, with $\theta=(E_t-E_i)/kT+\tfrac12\ln(S_n/S_p)$. Since $e^v-1=2e^{v/2}\sinh(v/2)$,

$$U=\frac{S_0n_i\sinh(v/2)}{\cosh u+b},\qquad b=e^{-v/2}\cosh\theta.$$

The peak stays at $u=0$, wherever that is in space. If the field $F$ is nearly uniform across the peak, then $dx=(V_t/F)\,du$, and the rate per length of junction edge is

$$K=S_0n_i\sinh(v/2)\frac{V_t}{F}G(b),\qquad G(b)=\int_{-\infty}^{\infty}\frac{du}{\cosh u+b}.$$

With $t=\tanh(u/2)$ we have $\cosh u=(1+t^2)/(1-t^2)$ and $du=2\,dt/(1-t^2)$. For $b=\cos a<1$,

$$G=\int_{-1}^{1}\frac{2\,dt}{(1+b)+(1-b)t^2}=\frac{4}{\sin a}\arctan\!\Big(\tan\frac a2\Big)=\frac{2a}{\sin a}.$$

As $b\to0$, $a\to\pi/2$ and $G\to\pi$. For $v\gg1$ this leaves

$$K\approx\frac{\pi}{2}S_0n_i\frac{V_t}{F}e^{v/2}.$$

Apart from the slow change of $F$, $m=2$. In terms of the local slopes, which are $\tfrac12(1-\tanh u)$ for small $b$, the hole-rich and electron-rich halves of the strip average to one half.

**Q.** How far does the field move the value from two?

**A.** Take the balance spot on the lightly doped p side. Setting $p=N_ae^{-\psi_b/V_t}=n_ie^{v/2}\sqrt{S_n/S_p}$ there gives

$$\psi_b=V_t\Big[\ln\frac{N_a}{n_i}-\frac v2-\frac12\ln\frac{S_n}{S_p}\Big].$$

Poisson's equation, with electrons neglected beside $N_a$, is $\psi''=(qN_a/\varepsilon)(1-e^{-\psi/V_t})$. Multiplying by $2\psi'$ and integrating from the field-free bulk gives

$$F^2=\frac{2qN_a}{\varepsilon}\big[\psi_b-V_t(1-e^{-\psi_b/V_t})\big]\approx\frac{2qN_a}{\varepsilon}(\psi_b-V_t).$$

Thus $\ln(1/F)=-\tfrac12\ln(\psi_b-V_t)+\text{const}$. Because $d\psi_b/dv=-V_t/2$,

$$\frac1m\approx\frac12+\frac{V_t}{4(\psi_b-V_t)}.$$

Forward bias lowers the field and widens the strip, so the current grows somewhat faster than $e^{v/2}$.

At 0.3 V, $V_t=25.85$ mV and $v=11.60$, so $\psi_b=25.85(13.82-5.80-0.69)$ mV $=0.189$ V. The correction is $25.85/(4\times163.4)=0.040$, and $m=1/0.540=1.85$. With $\varepsilon=11.7\,\varepsilon_0$ the field is 22.5 kV/cm and $V_t/F=11.5$ nm. Therefore

$$K\approx1.571\times10^3\times10^{10}\times1.15\times10^{-6}\times e^{5.80}\approx6.0\times10^9\ \mathrm{cm^{-1}s^{-1}}.$$

For comparison, I solved the one-dimensional Poisson equation by finite differences, with flat quasi-Fermi levels and $N_d=10^{18}\ \mathrm{cm^{-3}}$ on the n side. I then integrated $U$ between the places where each majority density falls to half its bulk value. This gives $6.1\times10^9\ \mathrm{cm^{-1}s^{-1}}$ and $m=1.84$. The cutoff is a convention: moving it from 0.9 to 0.2 of the bulk densities changes the rate by about 1% and $m$ from 1.83 to 1.84. The balance spot lies 108 nm from the junction at 0.1 V and 99 nm at 0.3 V.

**Q.** Does the approach to two improve at lower bias?

**A.** Only down to a point. At 0.1 V the short formula gives 1.91, but the grid solution gives 1.68. Keeping all factors of $K$,

$$\frac1m=\frac12\coth\frac v2+\frac{V_t}{4(\psi_b-V_t)}+\frac{b}{2\sin a}\Big(\frac1a-\cot a\Big).$$

The three terms are 0.521, 0.025 and 0.049, which gives $m=1.68$. The reverse current and trap emission account for the difference.

At the other end, $\psi_b$ reaches $V_t$ near 0.63 V. The closed form fails before that, as the balance spot approaches the neutral base.

**Q.** Must the trap lie at midgap?

**A.** It must lie near enough that $b\ll1$, which needs $|\theta|$ to be below $v/2$ by a few units. If $b$ is large, emission dominates $R$ over a wide strip, and $U\propto\sinh(v/2)/b\propto e^v-1$. For a level 0.3 eV above midgap, the grid solution gives $m=1.05$ at 0.3 V (1.04 to 1.06 over the same range of cutoffs).

Oxide interfaces have levels spread through the gap. For a uniform spread with the same $S_n$ and $S_p$ for each level, put $c=e^{v/2}\cosh u$. The integral over levels has the same form as $G=2a/\sin a$, now with $\cos a=c>1$, so that $a=i\,\mathrm{arccosh}\,c$ and $\sin a=i\sqrt{c^2-1}$. For $c\gg1$ it simplifies further:

$$\int\frac{d\theta}{c+\cosh\theta}=\frac{2\,\mathrm{arccosh}\,c}{\sqrt{c^2-1}}\approx\frac{2\ln(2c)}{c}.$$

The summed rate is then proportional to $\sinh(v/2)\,[v/2+\ln(2\cosh u)]/\cosh u$. To integrate over $u$, set $\mathrm{sech}\,u=\cos s$, so $du=ds/\cos s$. Since $\int_{-\pi/2}^{\pi/2}\ln(2\cos s)\,ds=0$, the mean of $\ln(2\cosh u)$ with weight $\mathrm{sech}\,u$ is $2\ln2$. Hence $K\propto\sinh(v/2)(v/2+2\ln2)/F$, and the spread adds

$$\Delta\Big(\frac1m\Big)\approx\frac{1}{v+4\ln2}=\frac1{14.38}=0.070$$

at 0.3 V. More levels become active as the bias grows. Summing grid results over levels within $20kT$ of midgap gives an addition of 0.069 and $m=1.63$ (1.62 with the cutoff at 0.9 of the bulk densities).

**Q.** Would I see this at the terminals?

**A.** At low bias, and diluted. Take a lateral diode in a film of thickness $t=0.5$ µm, with one active oxide surface, a neutral base $W=2$ µm long ending at an ohmic contact, and $D=30\ \mathrm{cm^2/s}$. The excess electron density falls linearly to the contact. Per edge length, diffusion is $qDn_0(e^v-1)t/W$ and neutral-surface recombination is $qS_nn_0(e^v-1)W/2$. The linear profile is consistent here, because surface loss over diffusive supply is of order $S_nW^2/(Dt)=0.05$. Adding the two terms overcounts slightly: the surface loss also lowers the flux reaching the contact, so the junction current gains about $qS_nn_0(e^v-1)W/3$ rather than $W/2$. At 0.3 V this is 1.2 out of 234 fA/µm, and the total $m$ below changes by about 0.001. With the single midgap level, the currents in fA/µm are:

| $V$ (V) | edge | surface | diffusion | total $m$ |
|---|---|---|---|---|
| 0.1 | 1.40 | 0.0015 | 0.056 | 1.63 |
| 0.2 | 12.1 | 0.073 | 2.75 | 1.59 |
| 0.3 | 98 | 3.5 | 132 | 1.24 |
| 0.4 | 835 | 168 | 6300 | 1.05 |

The total slope is the current-weighted mean of the slopes. At 0.3 V it is $(98\times0.545+3.5+132)/234=0.81$, hence 1.24. The edge current equals the other two together at about 0.28 V.

**Q.** How close is this to a real device?

**A.** The base doping is ordinary for silicon. The capture velocities describe a badly degraded oxide; a good passivated one can be near 10 cm/s or below. Reducing both velocities a hundredfold cuts the edge current at 0.1 V to 0.014 fA/µm, against 0.056 fA/µm for diffusion. Diffusion then leads already at that bias, leaving no clear bias range with $m$ near two in this diode. The single level is also an idealization: a uniform spread moves the edge value from 1.84 to 1.63 at 0.3 V.

Fixed positive oxide charge also matters, because it bends the bands of the surface I called neutral. Without a gate field, I equated the surface field to $qQ/\varepsilon$ and solved the first integral of Poisson's equation for the band bending. At 0.3 V, $Q=10^{11}\ \mathrm{cm^{-2}}$ leaves $m=1.00$ but multiplies the local rate by 53; the linear electron profile would then fail. At $2\times10^{11}\ \mathrm{cm^{-2}}$ the surface is depleted and electron-rich, hole capture nearly saturates, and $m=23$. This value is very sensitive to the charge: $m$ is 3.2 at $1.5\times10^{11}$ and 3.6 at $2.2\times10^{11}\ \mathrm{cm^{-2}}$, where the surface electrons are dense enough that the band bending falls as the bias rises. The two-dimensional field this charge makes at the junction edge is not included. Nor is the charge held by the traps themselves. For a capture cross-section of $10^{-15}\ \mathrm{cm^2}$ and a thermal speed of $2\times10^7$ cm/s, $S_n=2000$ cm/s means about $10^{11}$ traps per $\mathrm{cm^2}$, enough to bend the bands noticeably if most of them are charged. The numbers here therefore describe traps whose net charge is small.

Trap-assisted tunnelling in the Hurkx model multiplies capture by $1+\int_0^{E_g/2kT}e^{y-\kappa y^{3/2}}dy$, with $\kappa=4\sqrt{2m_t}(kT)^{3/2}/(3q\hbar F)$. For a rough tunnelling mass $m_t$ of 0.25 electron masses and $E_g=1.12$ eV, the edge rate at 0.3 V rises by about a third, while $1/m$ falls by 0.008. Bulk traps with a 10 µs lifetime add about $t/(\tau S_0)=0.5\%$ to the edge current.

Heating has a larger effect on the slope. At 400 K, scaling $n_i$ as $T^{3/2}e^{-E_g/2kT}$ gives $3.5\times10^{12}\ \mathrm{cm^{-3}}$. With doping and capture velocities held fixed, the edge value at 0.2 V falls from 1.85 to 1.68. This scaling holds the gap fixed; an empirical fit for silicon gives about $5.5\times10^{12}\ \mathrm{cm^{-3}}$ at 400 K, and then 1.67.

The flat quasi-Fermi levels are a good approximation at the strip. Supplying $K$ through a depth comparable to the path length costs about $K/(\mu n_ie^{v/2})\approx(\pi/2)S_0(V_t/F)/\mu$. With $\mu=D/V_t$ this is about 2 µV, far below $V_t$.

Numbers in the example were calculated in double precision.
